**Local force balance for the electron density: symbolic and numerical tests**

In Hartree atomic units, for \(N\) electrons with local potential \(v\) and pair interaction \(w\), the current obeys \(\partial_tj_k=-n\,\partial_kv-\partial_iT_{ik}-W_k\) and the density obeys \(\partial_t^2n=\nabla\cdot(n\nabla v)+\partial_k\partial_iT_{ik}+\partial_kW_k\). Here \(T_{ik}=N\int'\mathrm{Re}(\partial_i\Psi^*\partial_k\Psi)-\tfrac14\partial_i\partial_kn\) is the kinetic stress tensor, \(W_k=N(N-1)\int'|\Psi|^2\partial_kw(\mathbf r_1-\mathbf r_2)\), and \(\int'\) runs over all electrons but the first. The program asserts the configuration-space continuity and current identities symbolically for arbitrary functions, and the stationary balance for the hydrogen 2p(+1) state at one point. For correlated complex states (two electrons in two dimensions, three in one) it asserts that \(\partial_t^2n\) computed from \(H\Psi\) and \(H^2\Psi\) matches the formula, with residuals \(1.7\times10^{-6}\) and \(5.1\times10^{-9}\) relative to the largest \(|\partial_t^2n|\), and that the match fails when the \(\tfrac14\) term, \(W\), the off-diagonal stress or the factor \(N-1\) is dropped. For a driven one-dimensional soft-Coulomb two-electron model it asserts both equations against time differences of the propagated state, with a largest residual of \(3.8\times10^{-7}\) a.u. in \(\partial_t^2n\), and it recovers the applied field \(0.084147\) a.u. by solving the density equation for \(v'\). For Hooke's atom with \(v=r^2/8\) it asserts the radial balance at three radii and the scalar equation at \(r=1\) bohr. There the slope of the Hartree-exchange-correlation potential is \(-0.189967\) hartree/bohr both from the force balance and from direct inversion of the density.

## Numerical verification

```python
# Local force balance (Hartree atomic units), H = sum[-lap/2 + v(r,t)] + sum_{pairs} w:
#   dn/dt = -div j,   dj_k/dt = -n d_k v - d_i T_ik - W_k,
#   d2n/dt2 = div(n grad v) + q,   q = d_k d_i T_ik + d_k W_k.
# n density, j current, T_ik = N int' Re(d_i Psi* d_k Psi) - (1/4) d_i d_k n kinetic stress,
# W_k = N(N-1) int' |Psi|^2 d_k w(r1-r2); int' runs over all particles but the first.
# Left sides come from the Schroedinger equation, right sides from the formulas.
import itertools
import numpy as np
import sympy as sp
from scipy.fft import fft, ifft, fft2, ifft2, fftn, ifftn, fftfreq
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

# ---- symbolic: configuration-space identities, arbitrary Psi = a + i b and potential U
X = sp.symbols('x1 y1 x2 y2', real=True)
a, b, U = [sp.Function(s)(*X) for s in 'abU']
Hs = lambda f: -sum(f.diff(s, 2) for s in X)/2 + U*f
at, bt, rho = Hs(b), -Hs(a), a**2 + b**2
assert sp.expand(2*a*at + 2*b*bt + sum((a*b.diff(s) - b*a.diff(s)).diff(s) for s in X)) == 0
c = X[0]
Jdot = at*b.diff(c) + a*bt.diff(c) - bt*a.diff(c) - b*at.diff(c)
tau = [a.diff(s)*a.diff(c) + b.diff(s)*b.diff(c) - rho.diff(s).diff(c)/4 for s in X]
assert sp.expand(Jdot + rho*U.diff(c) + sum(t.diff(s) for t, s in zip(tau, X))) == 0
# hydrogen 2p(+1): stationary, carries current, Coulomb potential
R = sp.symbols('x y z', real=True)
r = sp.sqrt(sum(s**2 for s in R))
a, b = R[0]*sp.exp(-r/2), R[1]*sp.exp(-r/2)
pt = dict(zip(R, (sp.Rational(7, 10), sp.Rational(-2, 5), sp.Rational(11, 10))))
for c in R:
    ext = ((a**2 + b**2)*(-1/r).diff(c)).subs(pt).evalf(25)
    kin = sum((a.diff(s)*a.diff(c) + b.diff(s)*b.diff(c) - (a**2 + b**2).diff(s).diff(c)/4).diff(s)
              for s in R).subs(pt).evalf(25)
    assert abs(ext) > 1e-2 and abs(ext + kin) < 1e-15
# Hooke's atom: relative factor is an exact eigenfunction; centre of mass adds 3*omega/2
u = sp.symbols('u', positive=True)
f = (1 + u/2)*sp.exp(-u**2/8)
E_rel = sp.simplify((-(u*f).diff(u, 2)/u + (u**2/16 + 1/u)*f)/f)
assert E_rel.is_number


def ddx(f, axis, k):
    sh = [1]*f.ndim
    sh[axis] = -1
    return ifft(1j*k.reshape(sh)*fft(f, axis=axis), axis=axis)


# ---- correlated complex antisymmetric states, N particles in d dimensions
def generic_test(N, d, M, L, cen, mom):
    dx = L/M
    x = (np.arange(M) - M//2)*dx
    k = 2*np.pi*fftfreq(M, dx)
    ax = lambda v, i, nd: v.reshape([-1 if m == i else 1 for m in range(nd)])
    C = [[ax(x, p*d + i, N*d) for i in range(d)] for p in range(N)]
    A = np.array([[1.0, 0.4], [0.4, 1.5]])
    Ac = lambda c, i: sum(A[i, m]*c[m] for m in range(d))
    gau = lambda c: np.exp(-sum(c[i]*Ac(c, i) for i in range(d))/4)
    orb = lambda m, c: np.exp(sum(-(c[i] - cen[m][i])**2/2 + 1j*mom[m][i]*c[i] for i in range(d))
                              + 0.2j*c[0]*c[-1])
    psi = 0
    for perm in itertools.permutations(range(N)):
        term = round(np.linalg.det(np.eye(N)[list(perm)]))
        for p in range(N):
            term = term*orb(perm[p], C[p])
        psi = psi + term
    V = sum(-2*gau(c) + 0.1*c[0] for c in C)
    for p, s in itertools.combinations(range(N), 2):
        r2 = sum((C[p][i] - C[s][i])**2 for i in range(d))
        psi = psi*(1 + 0.1*r2)
        V = V + 1.5*np.exp(-r2/4.5)
    psi /= np.sqrt(np.sum(abs(psi)**2)*dx**(N*d))
    K = sum(ax(k, i, N*d)**2/2 for i in range(N*d))
    red = lambda g: g.sum(axis=tuple(range(d, N*d)))*dx**((N - 1)*d)
    Kpsi = ifftn(K*fftn(psi))
    Ekin = np.vdot(psi, Kpsi).real*dx**(N*d)
    Hp = Kpsi + V*psi
    del Kpsi
    lhs = 2*N*red(abs(Hp)**2)
    Hp = ifftn(K*fftn(Hp)) + V*Hp
    lhs -= 2*N*red((psi.conj()*Hp).real)
    del Hp, V, K
    g = [ddx(psi, i, k) for i in range(d)]
    G = [[N*red((g[i].conj()*g[m]).real) for m in range(d)] for i in range(d)]
    del g
    P = abs(psi)**2
    n = N*red(P)
    P = P*1.5*np.exp(-sum((C[0][i] - C[1][i])**2 for i in range(d))/4.5)
    W = [N*(N - 1)*red(P*(-(C[0][i] - C[1][i])/2.25)) for i in range(d)]
    D = lambda g, i: ddx(g, i, k).real
    c = [ax(x, i, d) for i in range(d)]
    I = range(d)
    ext = sum(D(n*(Ac(c, i)*gau(c) + 0.1*(i == 0)), i) for i in I)
    T = [[G[i][m] - D(D(n, i), m)/4 for m in I] for i in I]
    lapn = sum(D(D(n, i), i) for i in I)
    T2 = [[G[i][m] - (i == m)*lapn/4 for m in I] for i in I]
    dd = lambda S, diag=False: sum(D(D(S[i][m], i), m) for i in I for m in I if i == m or not diag)
    dW = sum(D(W[i], i) for i in I)
    sc = abs(lhs).max()
    err = lambda rhs: abs(lhs - rhs).max()/sc
    e = err(ext + dd(T) + dW)
    assert e < 1e-4 and err(ext + dd(T2) + dW) < 1e-4
    assert abs(sum(T[i][i].sum() for i in I)*dx**d - 2*Ekin) < 1e-6
    assert all(abs(W[i].sum())*dx**d < 1e-9 for i in I)
    print(f"N={N} d={d}: max|d2n/dt2| = {sc:.5f} a.u., relative residual = {e:.1e}")
    bad = {"no 1/4 term": err(ext + dd(G) + dW), "no W": err(ext + dd(T))}
    if d == 2:
        assert abs((c[0]*W[1] - c[1]*W[0]).sum())*dx**2 < 1e-9
        assert abs(T[0][1] - T2[0][1]).max() > 1e-3
        bad["diagonal T only"] = err(ext + dd(T, True) + dW)
    if N == 3:
        bad["N in place of N(N-1)"] = err(ext + dd(T) + dW/(N - 1))
    for name, val in bad.items():
        assert val > 5e-3
        print(f"   control, {name}: relative residual = {val:.3f}")


generic_test(2, 2, 42, 13.2, [(0.5, -0.2), (-0.4, 0.4)], [(0.3, -0.2), (-0.2, 0.3)])
generic_test(3, 1, 64, 16.0, [(-0.9,), (0.1,), (0.8,)], [(0.3,), (-0.3,), (0.1,)])

# ---- example A: driven 1D soft-Coulomb two-electron model, singlet
M, dx, E0, om, t0, h = 224, 1/7, 0.1, 0.5, 2.0, 0.02
x = (np.arange(M) - M//2)*dx
k = 2*np.pi*fftfreq(M, dx)
x1, x2 = x[:, None], x[None, :]
K = (k[:, None]**2 + k[None, :]**2)/2
V0 = -2/np.sqrt(x1**2 + 1) - 2/np.sqrt(x2**2 + 1) + 1/np.sqrt((x1 - x2)**2 + 1)
psi = np.exp(-(x1**2 + x2**2)/2)
for it in range(800):
    psi /= np.sqrt(np.sum(psi**2))*dx
    Hp = ifft2(K*fft2(psi)).real + V0*psi
    Eg = np.sum(psi*Hp)*dx**2
    res = Hp - Eg*psi
    if np.sqrt(np.sum(res**2))*dx < 1e-9:
        break
    psi = psi - ifft2(fft2(res)/(K + 3.5)).real
assert it < 799
psi = psi.astype(complex)
cache = {}
w1 = 1/(2 - 2**(1/3))


def advance(psi, t, dt, steps):   # fourth-order composition of symmetric split steps
    for s in range(steps):
        tt = t + s*dt
        for dl in (w1*dt, (1 - 2*w1)*dt, w1*dt):
            if dl not in cache:
                cache[dl] = (np.exp(-0.5j*dl*V0), np.exp(-1j*dl*K))
            eV, eK = cache[dl]
            ph = np.exp(-0.5j*dl*x*E0*np.sin(om*(tt + dl/2)))
            eV = eV*np.outer(ph, ph)
            psi = eV*ifft2(eK*fft2(eV*psi))
            tt += dl
    return psi


states = [advance(psi, 0.0, 0.01, round((t0 - 2*h)/0.01))]
for s in range(4):
    states.append(advance(states[-1], t0 + (s - 2)*h, h/8, 8))
ns = [2*np.sum(abs(p)**2, 1)*dx for p in states]
js = [2*np.sum((p.conj()*ddx(p, 0, k)).imag, 1)*dx for p in states]
dt1 = lambda y: (y[0] - 8*y[1] + 8*y[3] - y[4])/(12*h)
ndd = (-ns[0] + 16*ns[1] - 30*ns[2] + 16*ns[3] - ns[4])/(12*h*h)
D = lambda g: ddx(g, 0, k).real
p, n = states[2], ns[2]
Et = E0*np.sin(om*t0)
vp = 2*x/(x**2 + 1)**1.5 + Et
T = 2*np.sum(abs(ddx(p, 0, k))**2, 1)*dx - D(D(n))/4
W = 2*np.sum(abs(p)**2*(-(x1 - x2))/((x1 - x2)**2 + 1)**1.5, 1)*dx
assert abs(dt1(ns) + D(js[2])).max() < 1e-6
assert abs(dt1(js) + n*vp + D(T) + W).max() < 1e-5
ext, kin, inter = D(n*vp), D(D(T)), D(W)
resA = abs(ndd - ext - kin - inter).max()
assert resA < 1e-5 and abs(ndd).max() > 1e-3
acc, force = np.sum(x*ndd)*dx, -np.sum(n*vp)*dx
assert abs(acc - force) < 1e-5
gk = fft(ndd - kin - inter)
gk[1:] /= 1j*k[1:]
gk[0] = 0
nvp = ifft(gk).real
nvp -= nvp[0]
core = abs(x) < 3.01
assert abs(nvp[core]/n[core] - vp[core]).max() < 1e-4
print(f"A: E0 = {E0} a.u., omega = {om} a.u., t = {t0} a.u., dx = {dx:.5f} bohr, points = {M}")
print(f"A: ground-state energy = {Eg:.6f} hartree")
print(f"A: E(t) = {Et:.6f} a.u., dE/dt = {E0*om*np.cos(om*t0):.6f} a.u.")
for xx in (-1, 0, 1):
    i = M//2 + 7*xx
    print(f"A x={xx:+d} bohr: n = {n[i]:.6f}, j = {js[2][i]:.6f}, v' = {vp[i]:.6f}, "
          f"T = {T[i]:.6f}, W = {W[i]:.6f} a.u.")
    print(f"   dj/dt = {dt1(js)[i]:.6f}; n v' = {n[i]*vp[i]:.6f}, T' = {D(T)[i]:.6f} a.u.")
    print(f"   (n v')' = {ext[i]:.6f}, T'' = {kin[i]:.6f}, W' = {inter[i]:.6f} a.u.")
    print(f"   sum = {ext[i] + kin[i] + inter[i]:.6f}, d2n/dt2 from time steps = {ndd[i]:.6f} a.u.")
print(f"A: max|d2n/dt2| = {abs(ndd).max():.6f} a.u., max residual = {resA:.1e} a.u.")
print(f"A: d2<x1+x2>/dt2 = {acc:.6f}, -int n v' = {force:.6f} a.u.")
Erec = nvp[M//2]/n[M//2]
print(f"A: recovered v'(0) = {Erec:.6f} a.u. = "
      f"{Erec*pc['atomic unit of electric field'][0]:.4e} V/m")

# ---- example B: Hooke's atom, v = r^2/8, Coulomb repulsion, quadrature centred on the cusp
ug, uw = np.polynomial.legendre.leggauss(70)
ug, uw = 7*(ug + 1), 7*uw
cg, cw = np.polynomial.legendre.leggauss(32)
uu, cc, pp = [g.ravel() for g in np.meshgrid(ug, cg, np.arange(12)*np.pi/6, indexing='ij')]
wt = (uw[:, None, None]*cw[None, :, None]*np.full(12, np.pi/6)).ravel()*uu**2
sn = np.sqrt(1 - cc**2)
uv = uu*np.array([sn*np.cos(pp), sn*np.sin(pp), cc])     # r2 - r1
nrm = np.pi**1.5*4*np.pi*quad(lambda s: s*s*(1 + s/2)**2*np.exp(-s*s/4), 0, 30, epsabs=1e-13)[0]


def fields(r):   # n, grad n, lap n, T, T_s, W at the point r
    ru, J = r @ uv, 1 + uu/2
    g = np.exp(-(2*(r @ r) + 2*ru + uu**2)/4)/np.sqrt(nrm)
    ps, gr = g*J, g*(-uv/(2*uu) - J*r[:, None]/2)
    lap = g*(1/uu + ru/(2*uu) + J*((r @ r)/4 - 1.5))
    n, gn = 2*np.sum(wt*ps**2), 4*(gr @ (wt*ps))
    ln = 4*np.sum(wt*((gr**2).sum(0) + ps*lap))
    T = 2*(gr*wt) @ gr.T - np.eye(3)*ln/4
    return n, gn, ln, T, np.outer(gn, gn)/(4*n) - np.eye(3)*ln/4, 2*(uv @ (wt*ps**2/uu**3))


def d1(fun, r, e, s):
    return (fun(r - 2*s*e) - 8*fun(r - s*e) + 8*fun(r + s*e) - fun(r + 2*s*e))/(12*s)


E3 = np.eye(3)


def radial(z):   # n v', (div T)_r, W_r, (div T_s)_r on the z axis
    r = z*E3[2]
    dv = sum(d1(lambda y: np.array(fields(y)[3:5]), r, E3[i], 0.01)[:, i, 2] for i in range(3))
    F = fields(r)
    return np.array([F[0]*z/4, dv[0], F[5][2], dv[1]])


def enclosed(z, m):
    g, w = np.polynomial.legendre.leggauss(m)
    return sum(wi*z/2*4*np.pi*s*s*fields(s*E3[2])[0] for s, wi in zip(z*(g + 1)/2, w))


assert abs(enclosed(9.0, 40) - 2) < 1e-8
print(f"B: energy = {float(E_rel) + 1.5*0.5:.4f} hartree, norm integral = {nrm:.5f} bohr^6")
for z in (0.5, 1.0, 2.0):
    F = radial(z)
    assert abs(F[:3].sum()) < 1e-8 and abs(F[2]) > 1e-4
    print(f"B r={z} bohr: n = {fields(z*E3[2])[0]:.7f}, n v' = {F[0]:.7f}, "
          f"divT = {F[1]:.7f}, W = {F[2]:.7f} a.u.")
F = radial(1.0)
S = d1(radial, 1.0, 1.0, 0.02) + 2*F
assert abs(S[:3].sum()) < 1e-6
print(f"B r=1: div(n grad v) = {S[0]:.7f}, ddT = {S[1]:.7f}, div W = {S[2]:.7f} a.u.")
print(f"B r=1: sum of the three = {S[:3].sum():.1e} a.u.")
F1 = fields(E3[2])
print(f"B r=1: T_rr = {F1[3][2, 2]:.7f}, T_tt = {F1[3][0, 0]:.7f}, "
      f"Ts_rr = {F1[4][2, 2]:.7f}, Ts_tt = {F1[4][0, 0]:.7f} a.u.")


def vs(y):
    n, gn, ln = fields(y)[:3]
    return ln/(4*n) - (gn @ gn)/(8*n*n)


inv = d1(vs, E3[2], E3[2], 0.01) - 0.25
fint, fkin = F[2]/F1[0], (F[1] - F[3])/F1[0]
assert abs(fint + fkin - inv) < 1e-7
Q = enclosed(1.0, 16)
conv = pc['Hartree energy in eV'][0]/(pc['Bohr radius'][0]*1e10)
print(f"B r=1: div Ts = {F[3]:.7f} a.u.")
print(f"B r=1: W/n = {fint:.6f}, div(T-Ts)/n = {fkin:.6f} hartree/bohr")
print(f"B r=1: v_Hxc' force balance = {fint + fkin:.6f}, inversion = {inv:.6f} hartree/bohr")
print(f"B r=1: v_Hxc' = {inv*conv:.4f} eV/angstrom")
print(f"B r=1: Q = {Q:.6f} electrons, v_Hx' = {-Q/2:.6f}, v_c' = {inv + Q/2:.6f} hartree/bohr")
print("success")
```

Printed output:

```
N=2 d=2: max|d2n/dt2| = 0.31329 a.u., relative residual = 1.7e-06
   control, no 1/4 term: relative residual = 8.760
   control, no W: relative residual = 0.976
   control, diagonal T only: relative residual = 0.334
N=3 d=1: max|d2n/dt2| = 1.58522 a.u., relative residual = 5.1e-09
   control, no 1/4 term: relative residual = 3.522
   control, no W: relative residual = 0.334
   control, N in place of N(N-1): relative residual = 0.167
A: E0 = 0.1 a.u., omega = 0.5 a.u., t = 2.0 a.u., dx = 0.14286 bohr, points = 224
A: ground-state energy = -2.238258 hartree
A: E(t) = 0.084147 a.u., dE/dt = 0.027015 a.u.
A x=-1 bohr: n = 0.467190, j = -0.038116, v' = -0.622960, T = 0.098950, W = 0.098020 a.u.
   dj/dt = -0.030749; n v' = -0.291041, T' = 0.223770 a.u.
   (n v')' = -0.522052, T'' = 0.449956, W' = 0.090645 a.u.
   sum = 0.018549, d2n/dt2 from time steps = 0.018549 a.u.
A x=+0 bohr: n = 0.909055, j = -0.060181, v' = 0.084147, T = 0.403204, W = -0.015058 a.u.
   dj/dt = -0.038928; n v' = 0.076494, T' = -0.022508 a.u.
   (n v')' = 1.813291, T'' = -1.525022, W' = -0.293923 a.u.
   sum = -0.005654, d2n/dt2 from time steps = -0.005654 a.u.
A x=+1 bohr: n = 0.410465, j = -0.034139, v' = 0.791254, T = 0.085338, W = -0.088466 a.u.
   dj/dt = -0.023069; n v' = 0.324782, T' = -0.213247 a.u.
   (n v')' = -0.586067, T'' = 0.458430, W' = 0.107354 a.u.
   sum = -0.020283, d2n/dt2 from time steps = -0.020283 a.u.
A: max|d2n/dt2| = 0.020344 a.u., max residual = 3.8e-07 a.u.
A: d2<x1+x2>/dt2 = -0.115185, -int n v' = -0.115185 a.u.
A: recovered v'(0) = 0.084147 a.u. = 4.3270e+10 V/m
B: energy = 2.0000 hartree, norm integral = 1179.91492 bohr^6
B r=0.5 bohr: n = 0.0818436, n v' = 0.0102305, divT = -0.0020570, W = -0.0081735 a.u.
B r=1.0 bohr: n = 0.0623284, n v' = 0.0155821, divT = -0.0059486, W = -0.0096335 a.u.
B r=2.0 bohr: n = 0.0189471, n v' = 0.0094735, divT = -0.0068827, W = -0.0025908 a.u.
B r=1: div(n grad v) = 0.0351472, ddT = -0.0196820, div W = -0.0154652 a.u.
B r=1: sum of the three = 2.4e-10 a.u.
B r=1: T_rr = 0.0369670, T_tt = 0.0286452, Ts_rr = 0.0361653, Ts_tt = 0.0275311 a.u.
B r=1: div Ts = -0.0037417 a.u.
B r=1: W/n = -0.154561, div(T-Ts)/n = -0.035406 hartree/bohr
B r=1: v_Hxc' force balance = -0.189967, inversion = -0.189967 hartree/bohr
B r=1: v_Hxc' = -9.7685 eV/angstrom
B r=1: Q = 0.303539 electrons, v_Hx' = -0.151769, v_c' = -0.038198 hartree/bohr
success
```
